# Wave-vector analysis of the RPA error in the electron gas

In three dimensions the Coulomb interaction between density waves of wave vector $q$ is $v_q=4\pi/q^2$ in hartree atomic units, and a shell of wave vectors has volume $4\pi q^2\,dq$. The two powers of $q$ cancel. For a uniform gas, the exchange-correlation energy per electron must therefore be a number times $\int dq$ of a dimensionless function, which can depend on $Q=q/k_F$ and on the density parameter $r_s$ alone. The same counting applies to second order in the interaction. Two interactions scale as $k_F^2$ and one kinetic-energy denominator as $k_F^{-2}$, so the second-order energy in hartrees is spread over $Q$ by a function that does not depend on density. That function has two parts. The ring part grows as $1/Q$ at small $Q$, so its integral diverges logarithmically until screening cuts it off. The exchange part integrates to a pure number of hartrees, and it will turn out to be the leading error of the random-phase approximation (RPA) at high density.

Take $N$ electrons in a volume $V$, unpolarized, in the normal liquid phase, with density $n=N/V=k_F^3/3\pi^2=3/(4\pi r_s^3)$ and a rigid neutralizing background. Let the interaction have strength $\lambda$ between 0 and 1:

$$H_\lambda=T+\lambda U,\qquad U=\frac{1}{2V}\sum_{q\neq0}v_q\left(\rho_q\rho_{-q}-N\right),\qquad \rho_q=\sum_j e^{-iq\cdot r_j}.$$

The background removes $q=0$, and the subtracted $N$ removes self-interaction. Since $dE_\lambda/d\lambda=\langle U\rangle_\lambda$, and the density stays uniform at every $\lambda$, integration gives the total energy minus the free kinetic energy. There is no Hartree energy, so this difference is the exchange-correlation energy. With $S_\lambda(q)=\langle\rho_q\rho_{-q}\rangle_\lambda/N$ and $\bar S=\int_0^1S_\lambda\,d\lambda$,

$$e_{xc}=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\left[\bar S(q)-1\right]=\frac1\pi\int_0^\infty dq\left[\bar S(q)-1\right].$$

This is the Langreth-Perdew wave-vector decomposition.

At $\lambda=0$, $1-S_0$ is the fraction of the Fermi sphere that overlaps its copy displaced by $q$. Hence $S_0=\tfrac34Q-\tfrac1{16}Q^3$ for $Q<2$ and $S_0=1$ beyond. The exchange energy is $(k_F/\pi)(-2+\tfrac32-\tfrac14)=-3k_F/4\pi$. Above $2k_F$ exchange contributes nothing, and the integrand is pure correlation.

To obtain $S_\lambda$ in RPA, write the density response at imaginary frequency through the excitation energies $\omega_m$:

$$\chi_\lambda(q,i\omega)=-\frac2V\sum_m\frac{\omega_m|\langle m|\rho_q|0\rangle|^2}{\omega_m^2+\omega^2}.$$

Because $\int_0^\infty d\omega\,\omega_m/(\omega_m^2+\omega^2)=\pi/2$, we have $S_\lambda=-(1/\pi n)\int_0^\infty\chi_\lambda\,d\omega$. RPA lets the electrons respond as free particles to the external potential plus the induced Hartree potential, so that $\chi_\lambda=\chi_0+\chi_0\lambda v\chi_\lambda$. Solving for $\chi_\lambda$ and integrating over $\lambda$ gives

$$\bar S_{\rm RPA}(q)=\frac{1}{\pi n v_q}\int_0^\infty d\omega\,\ln\left[1-v_q\chi_0(q,i\omega)\right].$$

A free excitation $k\to k+q$ costs $\varepsilon_k=k\cdot q+q^2/2$. Including spin, $\chi_0=-(4/V)\sum_k\varepsilon_k/(\varepsilon_k^2+\omega^2)$ over occupied $k$ with $k+q$ empty. The restriction on $k+q$ may be dropped, since the forbidden terms cancel in pairs under $k\to-k-q$.

The small-$q$ limit can be found without solving the interacting problem. Define $M_p=N^{-1}\sum_m|\langle m|\rho_q|0\rangle|^2\omega_m^p$, so that $M_0=S_\lambda$. The Cauchy-Schwarz inequality gives $M_0^2\le M_1M_{-1}$, and Hölder's inequality gives $M_1\le M_0^{2/3}M_3^{1/3}$. Together,

$$M_1^{3/2}M_3^{-1/2}\le S_\lambda(q)\le(M_1M_{-1})^{1/2}.$$

The first moment follows from $2NM_1=\langle[\rho_q^\dagger,[H_\lambda,\rho_q]]\rangle$. The interaction commutes with $\rho_q$, and each electron's kinetic energy contributes $|\nabla e^{-iq\cdot r}|^2=q^2$. Thus $M_1=q^2/2$.

For $M_{-1}$, set $\omega=0$ in the response: $\chi_\lambda(q,0)=-2nM_{-1}$. If $P$ is the static response to the total potential, $-\chi_\lambda=P/(1+\lambda vP)$. As $q\to0$, $P$ tends to a finite value fixed by the compressibility, while $v$ diverges, so $-\chi_\lambda\to1/\lambda v$ and $M_{-1}\to q^2/(8\pi\lambda n)$. I assume $P>0$ at small $q$ for every $\lambda$ up to 1, that is, positive compressibility. Then $-\chi_\lambda$ also stays below $1/\lambda v$. Coupling $\lambda$ at density $r_s$ is equivalent to full coupling at $\lambda r_s$. In the Perdew-Wang fit the compressibility changes sign near $r_s=5.25$, so the assumption covers denser gases, including the $r_s=2$ example below, but not more dilute ones.

The third moment is the energy cost of a displacement wave. Let $C=\sum_j\cos(q\cdot r_j)$ and $G=i[H_\lambda,C]$. $G$ generates the displacement $r_j\to r_j+\epsilon u(r_j)$ with $u=-q\sin(q\cdot r)$. The state $e^{-i\epsilon G}|0\rangle$ has excess energy $\tfrac12\epsilon^2\langle[G,[H_\lambda,G]]\rangle=\epsilon^2\sum_m\omega_m^3|\langle m|C|0\rangle|^2$. Since $C=(\rho_q+\rho_{-q})/2$, this equals $\tfrac12\epsilon^2NM_3$.

A uniform displacement costs no kinetic energy, so the kinetic part needs two gradients in addition to the two amplitudes $u\propto q$; it is of order $q^4$. For the Coulomb part, expand the displaced density wave:

$$\rho_k\to\rho_k+\frac{\epsilon\,k\cdot q}{2}(\rho_{k-q}-\rho_{k+q})-\frac{\epsilon^2(k\cdot q)^2}{4}\rho_k+\dots$$

The omitted second-order terms carry momentum $k\pm2q$ and have no average with $\rho_{-k}$. Insert this into $\lambda U$. At $k=\pm q$ the first-order term contains $\rho_0=N$, which gives the energy $\lambda\epsilon^2N^2v_qq^4/4V$. All other terms combine into a difference of structure factors. The result is

$$M_3=\frac{q^2}{2}\lambda\omega_p^2\left\{1+\frac1n\int\frac{d^3k}{(2\pi)^3}(\hat k\cdot\hat q)^2\left[S_\lambda(k-q)-S_\lambda(k)\right]\right\}+O(q^4),$$

with $\omega_p^2=4\pi n$. Replace $S_\lambda$ by $S_\lambda-1$ and shift $k$ in the first term. The difference then acts on $(\hat k\cdot\hat q)^2$ and is bounded by a constant times $q/k$. Since $S_\lambda-1$ falls as $k^{-4}$, the integral vanishes as $q\to0$. Thus $M_3\to\lambda\omega_p^2q^2/2$, and the two bounds meet:

$$S_\lambda(q)\to\frac{q^2}{2\sqrt\lambda\,\omega_p}.$$

RPA has the same limiting moments. Its static $P$ is $-\chi_0(q,0)>0$. At large $\omega$, $\chi=-2n(M_1/\omega^2-M_3/\omega^4+\dots)$. The correction $\lambda v\chi_0^2$ starts at $\omega^{-4}$, so it leaves $M_1$ unchanged and adds $2n\lambda vM_1^2=\lambda\omega_p^2q^2/2$ to the free $M_3$, which is of order $q^4$. The RPA spectrum is positive, so the inequalities apply to it as well.

In both cases $S_\lambda/q^2$ is bounded by $1/(2\sqrt\lambda\,\omega_p)$, which is integrable in $\lambda$. The limit may therefore be taken inside the coupling integral, and

$$\bar S(q)\to\frac{q^2}{\omega_p}$$

for the true gas and for RPA. This is the sense in which RPA is exact at small $q$: the $q^2$ term is right, and nothing has been shown about equality of higher terms. Physically, a long density wave is governed by its own electrostatic field, which RPA includes in full.

To find the error at larger $q$, expand in the interaction. A pair $(k,p)$ is excited to $(k+q,p-q)$ at energy $\Delta$. For opposite spins the amplitude is $v_q/V$. For parallel spins it is $(v_q-v_{q'})/V$ with $q'=p-q-k$, because the final electrons can be interchanged. The sum over $k,p,q$ counts each parallel-spin excitation four times, and there are two spin directions. Adding both kinds, and using the symmetry under $q\leftrightarrow q'$,

$$E_2=-\frac1{V^2}\sum_{qkp}\frac{v_q^2+\tfrac12(v_q-v_{q'})^2}{\Delta}=-\frac1{V^2}\sum_{qkp}\frac{v_q(2v_q-v_{q'})}{\Delta}.$$

The derivative of the energy with respect to $v_q$ is $(N/2V)(S-1)$. Since $E_2$ is quadratic in $v$, the same symmetry gives a factor 2, and the first-order change of $S_\lambda$ is $\lambda S^{(1)}$ with

$$S^{(1)}(q)=-\frac{4}{NV}\sum_{kp}\frac{2v_q-v_{q'}}{\Delta}.$$

The RPA response to this order is $\chi_0+\lambda v\chi_0^2$. With $\int_0^\infty d\omega\,\varepsilon_k\varepsilon_p/[(\varepsilon_k^2+\omega^2)(\varepsilon_p^2+\omega^2)]=\pi/[2(\varepsilon_k+\varepsilon_p)]$, it gives $-(8v_q/NV)\sum1/\Delta$. That is the first term, the ring term. RPA omits the second, the exchange term, and is therefore too negative in energy at this order.

Does this omission dominate at high density? Each further interaction brings a factor $1/k_F$. The dangerous insertions are extra rings at small $Q$, each of relative size $1/(k_FQ^2)$. They multiply an exchange term that is linear in $Q$, as shown below, and screening cuts them off at $Q^2\sim1/k_F$. By this power counting they contribute at most of order $\ln k_F/k_F$, which vanishes as $n\to\infty$.

Now measure momenta in $k_F$ and replace $p$ by $-p$. Then $\Delta=Q^2+Q\cdot(k+p)$, and the exchanged momentum has length $K=|Q+k+p|$. Converting sums to integrals gives the prefactor $3\pi^2(4\pi)^2/(2\pi)^9=3/(32\pi^5)$, and the directions of $Q$ give $4\pi$. The omitted energy is $\int_0^\infty w(Q)\,dQ$ with

$$w(Q)=\frac{3}{8\pi^4}J(Q),\qquad J=\int\!\!\int\frac{d^3k\,d^3p}{K^2\,\Delta},$$

where $k,p$ lie inside the unit sphere and $k+Q,p+Q$ outside it. The ring term has $1/Q^2$ in place of $1/K^2$ and an extra factor $-2$. The fraction of it that exchange should cancel is

$$r(Q)=\frac{J}{2R},\qquad R=\frac1{Q^2}\int\!\!\int\frac{d^3k\,d^3p}{\Delta}.$$

For small $Q$, $k$ lies in a surface shell of thickness $Qx$, where $x=\hat k\cdot\hat Q>0$; likewise $p$ with $y$. Averaging $1/|k+p|^2$ over the relative azimuth gives $[(2+2xy)^2-4(1-x^2)(1-y^2)]^{-1/2}=1/[2(x+y)]$. Hence

$$J\to2\pi^2Q\int_0^1\!\!\int_0^1\frac{xy\,dx\,dy}{(x+y)^2}=2\pi^2\left(\ln2-\tfrac12\right)Q,$$

where splitting the square along $x=y$ and setting $y=xt$ reduces the integral to $\int_0^1t\,dt/(1+t)^2$. The same steps give $R\to(4\pi^2/Q)\cdot\tfrac23(1-\ln2)$. Therefore

$$w\to\frac{3}{4\pi^2}\left(\ln2-\tfrac12\right)Q\approx0.0147\,Q,\qquad r\to\frac{3(\ln2-\frac12)}{8(1-\ln2)}Q^2\approx0.236\,Q^2,$$

with $w$ in hartrees. The linear law for $w$ belongs to the limit $n\to\infty$ at fixed $Q$. At fixed density, screening takes over at the smallest $Q$, where the error in $\bar S$ vanishes faster than $q^2$.

For large $Q$, $K\to Q$ and $\Delta\to Q^2$. Each sphere contributes its volume $4\pi/3$, so $w\to2/(3\pi^2Q^4)$ and $r\to1/2$. Half of the ring term comes from parallel spins, and exchange removes that half.

The large-$q$ error has a real-space form at any density. When two electrons of opposite spin meet, $-\nabla^2\psi+\lambda\psi/r$ must stay finite, which requires $\psi\propto1+\lambda r/2$. The pair distribution then starts as $g_\lambda(0)(1+\lambda r)$. Parallel spins have their first odd power at $r^3$, which affects higher orders in $1/q$. Since the Fourier transform of $r$ is $-8\pi/q^4$,

$$S_\lambda(q)-1\to-\frac{8\pi n\lambda\,g_\lambda(0)}{q^4}.$$

In RPA, $\chi_0\to-nq^2/(\omega^2+q^4/4)$, and the term $\lambda v\chi_0^2$ gives $-8\pi n\lambda/q^4$. The RPA tail thus has 1 in place of $g_\lambda(0)$, and the fraction to be removed is $1-g_\lambda(0)$. It equals $1/2$ at vanishing coupling, in agreement with $r$. The correction RPA needs here is a short-range one.

For numbers between the limits, let $s=Q+k_z+p_z$ along $Q$, so that $\Delta=Qs$, and let $a,b$ be the squared transverse momenta. The azimuthal average of $1/K^2$ is $[(s^2+a+b)^2-4ab]^{-1/2}$. With $d^3k=\pi\,da\,dk_z$, $a$ runs from $\max[0,1-(k_z+Q)^2]$ to $1-k_z^2$, and likewise $b$ with $p_z$. Put $c=s^2$ and $D=[(c+a+b)^2-4ab]^{1/2}$. The function $F=a\ln\frac{D+b+c-a}{2c}+b\ln\frac{D+a+c-b}{2c}+\tfrac12(D-a-b-c)$ has $\partial F/\partial a=\ln\frac{D+b+c-a}{2c}$ and $\partial^2F/\partial a\,\partial b=1/D$, so the integrals over $a$ and $b$ are $F$ taken at the four corners with alternating signs. The integrals over $k_z$, $p_z$ and $Q$ were done by Gauss-Legendre quadrature:

| $Q$ | $w$ (hartree) | $r$ |
|---|---|---|
| 0.5 | 0.0071 | 0.060 |
| 1.0 | 0.0127 | 0.253 |
| 1.5 | 0.0146 | 0.610 |
| 2.0 | 0.0084 | 0.870 |
| 3.0 | 0.0010 | 0.586 |
| 5.0 | 0.0001 | 0.526 |

The absolute error peaks at $1.44\,k_F$, and half of it lies below $1.38\,k_F$. Its shares are 28.3 percent below $k_F$, 55.3 percent between $k_F$ and $2k_F$, and 16.5 percent above $2k_F$. In this limit it is therefore wrong to place most of the energy error above $2k_F$. The relative error is what sits near and above $2k_F$: it reaches its maximum, about 0.9, just below $Q=2$, between the tabulated points, and then falls toward $1/2$ from above. By definition $r$ is half the average of $Q^2/K^2$ with weight $1/\Delta$, so a value above $1/2$ reflects exchanged momenta smaller than $Q$. Values of $K$ down to zero are possible up to $Q=2$, whereas beyond it $K\ge Q-2$. What grows with $Q$ is their weight: pairs with $K<Q$ carry under one percent of it at $Q=0.5$ and about half at $Q=1.9$.

The integral of $w$ is 0.0242 hartree, or 0.658 eV, per electron.

Consider finally a gas with $r_s=2$. Then $n=3/(32\pi)=0.02984$ bohr$^{-3}$, $k_F=(3\pi^2n)^{1/3}=0.9596$ bohr$^{-1}$ and $\omega_p=\sqrt{4\pi n}=0.6124$ hartree. The exchange energy is $-3k_F/4\pi=-0.2291$ hartree. Quadrature of the RPA formula gives $\bar S=0.226$, $0.576$ and $0.970$ at $Q=0.5$, 1 and 2, against $S_0=0.367$, $0.688$ and 1: correlation suppresses density fluctuations further. At $Q=0.01$ and $0.02$, $\bar S_{\rm RPA}$ is 0.989 and 0.979 of $q^2/\omega_p$. The shortfall doubles with $q$. This fits the weakest couplings, $\lambda\lesssim(qk_F/\omega_p)^2$, where the plasmon form of $S_\lambda$ does not yet hold; their share of the limiting integral is proportional to $\sqrt\lambda$ at the cutoff, hence to $q$.

Integrating $(\bar S_{\rm RPA}-S_0)/\pi$ over $q$ gives an RPA correlation energy of $-0.0618$ hartree. The Perdew-Wang parametrization, a fit and not an exact result, gives $-0.0448$ hartree. The difference, $0.0170$ hartree or 0.464 eV, is 38 percent of the Perdew-Wang value. These digits depend on the fit: other common parametrizations put the difference between 0.0167 and 0.0185 hartree. It is smaller than the high-density 0.0242 hartree, so second-order exchange alone would overcorrect RPA at this density. These totals do not show how the error at $r_s=2$ is distributed over $q$. What is established there is its two ends: agreement with the true gas in the $q^2$ term, and a tail with 1 in place of $g_\lambda(0)$.

All numerical values are calculated from the stated model.
